Tunneling through a parabolic barrier: thermal factor and crossover temperature

**Problem**

A reaction coordinate q with mass m crosses a saddle point of height V₀, near which the potential energy is

V(q) = V₀ − mω²q²/2.

The second derivative at the top is −mω², so a normal-mode calculation reports the imaginary frequency iω. The coordinate is separable from all other modes, and the reactants are in thermal equilibrium at temperature T. Let u = ħω/(k_B T).

(a) Find the probability that a particle of energy E, above or below V₀, is transmitted by this barrier.

(b) The tunneling factor κ is the thermal flux of transmitted particles divided by the flux that classical mechanics gives for the same barrier. Find κ(u) and the range of u in which the result holds.

(c) Find the first two quantum corrections at high temperature. Does the first one alone overestimate or underestimate κ?

(d) Find the temperature at which the result of (b) ceases to exist, and evaluate it for an imaginary frequency of 1500 cm⁻¹.

(e) For this frequency, evaluate κ at 1000, 500 and 400 K. What happens at 300 K, and what would a barrier with a floor do there?

**Solution**

**(a) Transmission**

Measure length and energy in the natural units of the barrier:

q = √(ħ/(mω)) x,  ε = (E − V₀)/(ħω).

The kinetic term then carries the factor (ħ²/2m)(mω/ħ) = ħω/2, and the potential term carries (mω²/2)(ħ/(mω)) = ħω/2. Division by ħω leaves

−½ψ″ − ½x²ψ = εψ.  (1)

A solution that describes a particle arriving from the left is

ψ(x) = ∫ dz z^a e^{iS},  a = −½ − iε,  S = x²/2 + √2 xz + z²/2.  (2)

The path runs from z = 0 to infinity along the ray arg z = π/4. On it iz²/2 = −|z|²/2, so the integral converges at the far end. Near z = 0 the integrand grows only as |z|^(−1/2), which is integrable.

To check that (2) solves (1), differentiate under the integral. One derivative brings down i(x + √2 z), and two give i − (x + √2 z)². The left side of (1) therefore multiplies the integrand by

−½[i − x² − 2√2 xz − 2z²] − ½x² = −i/2 + √2 xz + z².

Since z ∂e^{iS}/∂z = i(√2 xz + z²)e^{iS}, the last two terms can be replaced by −iz ∂/∂z acting on e^{iS}. Integration by parts gives

−i ∫ dz z^(a+1) ∂e^{iS}/∂z = i(a+1) ∫ dz z^a e^{iS}.

The boundary term vanishes at z = 0 because |z^(a+1)| = |z|^(1/2) there, up to a constant, and at infinity because of the Gaussian. The total factor is i(a+1) − i/2 = i(a + ½) = i(−iε) = ε, as required.

The waves are read off at large |x|.

*Right side, x → +∞.* The factor exp(i√2 xz) decays for 0 < arg z < π, so only |z| of order 1/x matters and z²/2 can be dropped from S. Turn the path to z = iτ with τ > 0:

ψ ≈ e^{ix²/2} i^(a+1) ∫₀^∞ dτ τ^a e^(−√2 xτ) = e^{ix²/2} i^(a+1) Γ(a+1) (√2 x)^(−a−1).

Here a + 1 = ½ − iε, and the modulus of i^(a+1) = exp[(iπ/2)(½ − iε)] is e^(πε/2). The phase x²/2 has the derivative x, which is the local momentum. It is positive, so this is a transmitted wave moving right. No wave comes in from the right.

*Left side, x = −X with X → ∞.* Now S = X²/2 − √2 Xz + z²/2. Its derivative with respect to z vanishes at z₀ = √2 X, where S = X²/2 − 2X² + X² = −X²/2. Deform the path so that it first runs from 0 straight down to −iz₀, and then along the line z = z₀ + e^{iπ/4}t, which passes through both −iz₀ and z₀. The branch point at z = 0 stays at the end of the path, so the integral is unchanged.

On the first piece z = −iτ, the factor exp(−i√2 Xz) = e^(−√2 Xτ) selects small τ, and

ψ₁ ≈ e^{iX²/2} (−i)^(a+1) Γ(a+1) (√2 X)^(−a−1).

The modulus of (−i)^(a+1) is e^(−πε/2). The local momentum of e^{ix²/2} is x, negative here, so this is the reflected wave.

On the second piece S = −X²/2 + it²/2, hence e^{iS} = e^{−iX²/2}e^(−t²/2), and the slowly varying power may be taken at z₀:

ψ₂ ≈ e^{−iX²/2} e^{iπ/4} z₀^a √(2π).

The local momentum is now −x = X > 0. This is the incident wave.

All three waves share the factor (√2|x|)^(−1/2) and have the local speed |x|, so flux ratios are ratios of the remaining squared moduli. The transmission P and the reflection R are

P = |Γ(½−iε)|² e^(πε)/(2π),  R = |Γ(½−iε)|² e^(−πε)/(2π).

The reflection formula of the gamma function gives

|Γ(½−iε)|² = Γ(½+iε)Γ(½−iε) = π/sin(π/2 + iπε) = π/cosh(πε).

Therefore

P(ε) = e^(πε)/(2 cosh πε) = 1/(1 + e^(−2πε)).  (3)

In the same way R = 1/(1 + e^(2πε)), and P + R = 1. At the barrier top half the particles pass. Far above it P → 1. Far below it P → e^(2πε), so each further ħω of depth costs a factor e^(−2π). Solutions of (1) followed numerically out to large |x| give P = 0.132, 0.500 and 0.925 at ε = −0.3, 0 and 0.4, in agreement with (3).

**(b) Thermal average**

States with momentum between p and p + dp have density dp/(2πħ) per unit length and speed dE/dp. Their flux is thus dE/(2πħ), with no further dependence on energy. Weighting with P and the Boltzmann factor gives the quantum flux. Classically P is replaced by a step at V₀. By convention the same reactant partition function is used in both, and it cancels:

κ = ∫ dE P e^(−E/k_BT) / ∫_{V₀}^∞ dE e^(−E/k_BT).

The denominator is k_BT e^(−V₀/k_BT). With E = V₀ + ħωε,

κ = uI,  I = ∫_{−∞}^{∞} dε F(ε),  F(ε) = e^(−uε)/(1 + e^(−2πε)).  (4)

The lower limit −∞ belongs to the model, since a parabola has no floor. For ε → +∞ the integrand falls as e^(−uε). For ε → −∞ it behaves as e^((2π−u)ε), which vanishes only if u < 2π. The integral therefore exists for 0 < u < 2π.

To evaluate it, compare the real axis with the line shifted up by i. Because e^(−2πi) = 1,

F(ε + i) = e^(−iu) F(ε).

Take a rectangle between the two lines, traversed counterclockwise. Its vertical sides vanish as they move to ±∞ when 0 < u < 2π, so the contour integral is I(1 − e^(−iu)). Inside lies one zero of the denominator, at ε = i/2, where e^(−2πε) = −1. The derivative of the denominator there is −2πe^(−2πε) = 2π, so the residue is e^(−iu/2)/(2π). Hence

I(1 − e^(−iu)) = 2πi · e^(−iu/2)/(2π) = i e^(−iu/2).

Multiply by e^(iu/2). The left side becomes I(e^(iu/2) − e^(−iu/2)) = 2iI sin(u/2), so I = 1/(2 sin(u/2)) and

κ = (u/2)/sin(u/2),  0 < u < 2π.  (5)

The factor multiplies the classical barrier-crossing rate. It exceeds 1 because the Boltzmann weight is larger below the top, where tunneling adds flux, than above it, where reflection removes flux.

The energy at which the flux per unit energy is largest follows from setting the derivative of ln F to zero:

−u + 2πe^(−2πε)/(1 + e^(−2πε)) = 0.

With r = e^(−2πε) this reads 2πr = u(1 + r), so r = u/(2π − u) and

ε* = ln[(2π − u)/u]/(2π).  (6)

The peak lies above the top for u < π and below it for u > π. At u = π the integrand is 1/(2 cosh πε), which is even, so half the flux passes below the top. As u → 2π the peak runs down without bound.

**(c) High temperature**

Put y = u/2. From sin y = y(1 − y²/6 + y⁴/120 − …),

y/sin y = 1/(1 − w),  w = y²/6 − y⁴/120 + …

Expand 1 + w + w² to fourth order. The y⁴ coefficient is −1/120 + 1/36 = 7/360, so y/sin y = 1 + y²/6 + 7y⁴/360 + …, and

κ = 1 + u²/24 + 7u⁴/5760 + …  (7)

The first two terms are the Wigner correction. The sign of what it omits follows from the product sin y/y = ∏(1 − y²/(n²π²)), n = 1, 2, …. Its inverse is a product of geometric series in y² with positive coefficients, so every coefficient in (7) is positive. The Wigner form therefore underestimates the κ of the parabola throughout 0 < u < 2π.

**(d) Crossover temperature**

The limit u = 2π corresponds to

T_c = ħω/(2πk_B).  (8)

For a wavenumber ν̃, ω = 2πcν̃ and ħω = hcν̃. With 1500 cm⁻¹ this quantum is 0.006835 hartree, and k_B = 3.1668 × 10⁻⁶ hartree/K. Thus

T_c = 0.006835/(2π × 3.1668 × 10⁻⁶) K ≈ 343.5 K,

or k_BT_c = 1.088 × 10⁻³ hartree. In terms of T_c, u = 2πT_c/T, and the Wigner form becomes 1 + (π²/6)(T_c/T)².

The approach to the divergence is found by writing u/2 = π − δ with δ = π(1 − T_c/T). Then sin(u/2) = sin δ ≈ δ, and

κ ≈ (π − δ)/δ = π/δ − 1 = T/(T − T_c) − 1 = T_c/(T − T_c).

At T = 1.02 T_c this gives 50, and quadrature of (4) gives 50.03.

At T_c itself F = 1/(1 + e^(2πε)). If the integral is cut off at a depth D below the top, in units of ħω, it can be done in closed form:

2π ∫_{−D}^∞ dε/(1 + e^(2πε)) = ln(1 + e^(2πD)) ≈ 2πD.

Depths of 5 and 10 give 31.4 and 62.8. Well below the top, layers of equal thickness in energy contribute equally, because the gain in Boltzmann weight just balances the loss in transmission. Below T_c the Boltzmann factor wins, and the cut integral grows exponentially with depth.

**(e) The numbers, and what lies below T_c**

At 500 K, u = 2π × 343.48/500 = 4.316. Then

κ = 2.158/sin(2.158) = 2.59,  Wigner: 1 + 4.316²/24 = 1.78.

The three temperatures compare as follows, with the peak energy measured from the barrier top.

- 1000 K: u = 2.158, κ = 1.22, Wigner 1.19. The peak is at +0.000705 hartree, and 32% of the flux passes below the top.
- 500 K: u = 4.316, κ = 2.59, Wigner 1.78. The peak is at −0.000855 hartree, with 71% below the top.
- 400 K: u = 5.395, κ = 6.28, Wigner 2.21. The peak is at −0.00196 hartree, with 89% below the top.

Relative to (5), the Wigner form is low by 2.5%, 31% and 65%. It is 5% low at 830 K, about 2.4 T_c. Half the flux already passes below the top at 2T_c = 687 K, so tunneling is substantial well above T_c.

At 300 K, u = 7.194 exceeds 2π. Formula (5) would return −8.18, which cannot be a ratio of positive fluxes: it is the analytic continuation of a function whose defining integral no longer converges. The Wigner form returns 3.16 and gives no sign of trouble, but it is a truncated expansion about u = 0 used outside the range of that expansion.

The divergence comes from the missing floor. Suppose that the potential is zero far from the barrier, so that E starts at 0. Since P ≤ 1,

κ ≤ (1/k_BT) ∫₀^∞ dE e^(−(E−V₀)/k_BT) = e^(V₀/k_BT),

which is finite at every T > 0. An example is V = V₀/cosh²(q/b). Near the top V ≈ V₀(1 − q²/b²), so b² = 2V₀/(mω²) gives it the same curvature as the parabola. For V₀ = 4ħω = 0.0273 hartree, numerical solution of the Schrödinger equation and thermal averaging give

κ = 2.42 at 500 K,  8.63 at T_c,  22.7 at 300 K.

The shares of flux below the top are 69%, 92% and 97%. At 500 K the parabola's 2.59 is 7% above the value for this barrier. For a barrier of height 16ħω with the same curvature, κ is 2.535 at 500 K, closer to the parabolic result: a higher barrier of this shape looks more nearly parabolic over the energies that matter at this temperature.

A semiclassical estimate shows what T_c means for such a barrier. Measure energy from the floor in units of ħω, so that the height is h = V₀/(ħω), and call this energy η. Well below the top P ≈ e^(−W), where W is twice the integral of √(2(V − η)) over x between the turning points. Its derivative is

dW/dη = −2 ∫ dx/√(2(V − η)).

In reduced length V = h/cosh²(x/s) with s² = 2h. Substitute v = sinh(x/s), so that dx = s dv/cosh(x/s) and cosh²(x/s) = 1 + v²:

∫ dx/√(2(V − η)) = (s/√2) ∫ dv/√(h − η − ηv²) = (s/√2)(π/√η) = π√(h/η).

Thus dW/dη = −2π√(h/η), and with W = 0 at the top, W = 4π(h − √(hη)). The thermal integrand is proportional to e^(−uη−W), and the slope of its exponent is

−u + 2π√(h/η).

For u < 2π this is positive at every η < h, so in this approximation the flux concentrates at the top, on the scale of h. For u > 2π it vanishes at

η = h(2π/u)² = h(T/T_c)².  (9)

The slope decreases with η, so this is a maximum. In this approximation the dominant energy leaves the top at T_c and moves down the barrier as the temperature falls further. The computed flux does not switch abruptly at T_c: the shares given above for V₀ = 4ħω show that most of it passes below the top already at 500 K. For the parabola the corresponding slope tends to the constant 2π − u well below the top. For u > 2π the slope is negative at every energy, so no such maximum can form and the integral diverges instead.

At 300 K, (9) gives η = (300/343.48)² h = 0.76h, or about 0.021 hartree above the floor. There W = 4πh(1 − T/T_c) ≈ 6.4 for h = 4, large enough for e^(−W) to be a reasonable estimate of P.

For a barrier with a floor the thermal integral converges at every T > 0, so κ varies smoothly through T_c. For the 1/cosh² barrier T_c marks a gradual crossover and not a sharp transition. For a given mass T_c as defined in (8) depends on the curvature at the top alone, whereas the rate below it depends on the shape of the barrier further down. That shape also decides whether T_c is the temperature at which deep tunneling takes over. In the semiclassical estimate an energy η outweighs the top once u(h − η) > W(η). For the 1/cosh² barrier W/(h − η) = 4π√h/(√h + √η) exceeds 2π at every η < h, so this cannot happen above T_c. For a broad-topped barrier that is narrower than the parabola further down, W/(h − η) falls below 2π. The dominant energy then jumps deep into the barrier at a temperature above T_c, and κ can far exceed (5) there. For an imaginary frequency of 1500 cm⁻¹, formula (5) is a sensible estimate when T is well above 343 K, the barrier is several ħω high on both the reactant and the product side, and it is not narrower than the parabola below the top. A shallow drop on one side removes the low-energy flux, and (5) is then too large. Near and below that temperature the parabola has to be replaced by the actual barrier profile. If the reaction coordinate couples strongly to other modes, the assumption of separability must be given up as well.

The computed values are collected in the numerical output.

Values computed for the example and the checks

```
imaginary wavenumber: 1500 cm^-1
barrier quantum hbar*w: 0.006835 hartree
Boltzmann constant: 3.166812e-06 hartree/K
crossover temperature Tc: 343.48 K
kB*Tc: 1.087745e-03 hartree
twice Tc: 686.97 K
share of flux below top at 2 Tc: 0.5000 (no unit)
transmission at eps = -0.3: 0.1318 (no unit)
transmission at eps = +0.0: 0.5000 (no unit)
transmission at eps = +0.4: 0.9251 (no unit)
T = 1000 K: u = 2.1582 (no unit)
  kappa = 1.2241, Wigner = 1.1941 (no unit)
  flux peak from top: +0.000705 hartree
  share of flux below top: 0.3202 (no unit)
T = 500 K: u = 4.3163 (no unit)
  kappa = 2.5927, Wigner = 1.7763 (no unit)
  flux peak from top: -0.000855 hartree
  share of flux below top: 0.7134 (no unit)
T = 400 K: u = 5.3954 (no unit)
  kappa = 6.2817, Wigner = 2.2129 (no unit)
  flux peak from top: -0.001963 hartree
  share of flux below top: 0.8865 (no unit)
u^2 coefficient, quadrature at u=0.1: 0.041679; 1/24 = 0.041667
u^4 coefficient, quadrature at u=0.5: 0.001223; 7/5760 = 0.001215
Wigner 5% low at u = 2.5996 (no unit), T = 830.2 K
Wigner value at Tc: 2.6449 (no unit)
kappa at 1.02 Tc: 50.032 (no unit)
cut integral at Tc, depth 5 hbar*w: 31.416 (no unit)
cut integral at Tc, depth 10 hbar*w: 62.832 (no unit)
u at 300 K: 7.1939 (no unit)
closed formula at 300 K (invalid): -8.179
Wigner value at 300 K: 3.1563 (no unit)
bounded barrier height, 4 hbar*w: 0.027338 hartree
bounded barrier at 500 K: kappa = 2.420, share below top = 0.687
bounded barrier at Tc: kappa = 8.629, share below top = 0.918
bounded barrier at 300 K: kappa = 22.693, share below top = 0.969
bounded barrier, height 16 hbar*w, 500 K: kappa = 2.535
```
